# Snoek relaxation time of octahedral oxygen in a body-centred cubic metal

## 1. One oxygen atom, no stress

Place one oxygen atom in a body-centred cubic metal of lattice constant $a$, at the face centre $\tfrac a2(1,1,0)$. Two metal atoms lie at distance $a/2$, directly above and below it along $z$. Four more, at the corners of the face, lie at $a/\sqrt2$. The six form a squashed octahedron whose short axis is $z$, so call this a $z$ site. The other face centres and the edge midpoints are octahedral sites too, and by symmetry one third of all sites have each axis.

The nearest octahedral sites are reached by steps of $a/2$ along $\pm x$ and $\pm y$. A step along $x$ leads to $(a,\tfrac a2,0)$ or $(0,\tfrac a2,0)$. These are midpoints of edges that run along $y$, with their nearest metal atoms at the ends of the edge, so they are $y$ sites. In the same way, a step along $y$ leads to an $x$ site. Each site thus has four neighbours, two of each other type, and every nearest-neighbour hop changes the axis.

Let $w$ be the hop rate to one given neighbour, with no memory of earlier hops, and let $p$ be the probability that the atom is on a $z$ site. It leaves a $z$ site at rate $4w$. From an $x$ or $y$ site it enters a $z$ site at rate $2w$. Hence

$$\frac{dp}{dt}=-4wp+2w(1-p)=2w-6wp .$$

The stationary value is $p=1/3$. With $p(0)=1$ the solution is

$$p(t)=\tfrac13+\tfrac23e^{-6wt}.$$

**Limit of short times.** The initial slope is $-\tfrac23\cdot6w=-4w$, the bare escape rate, as it must be before any return is possible. The decay towards $1/3$ nevertheless has rate $6w$. An atom that has left can return at rate $2w$, which sets the final value at $1/3$ instead of zero and adds $2w$ to the rate of approach. The orientation time is therefore

$$\tau=\frac1{6w}.$$

## 2. The same hops seen as diffusion

After $N$ steps $\mathbf s_1,\dots,\mathbf s_N$ the mean square displacement is

$$\langle R^2\rangle=\sum_m\langle s_m^2\rangle+2\sum_{m<n}\langle\mathbf s_m\cdot\mathbf s_n\rangle .$$

From any site the steps come in opposite pairs of equal rate. Whatever happened before, the average of the next step is zero, and the cross terms vanish. In time $t$ there are on average $4wt$ steps, each of squared length $a^2/4$:

$$\langle R^2\rangle=4wt\,\frac{a^2}{4}=wa^2t .$$

In three dimensions $\langle R^2\rangle=6Dt$, so $D=wa^2/6$.

**Check along one axis.** Steps along $x$ start from $y$ and $z$ sites, at total rate $2w$. At equal populations the atom spends $2/3$ of its time there, so $\langle x^2\rangle=\tfrac23\cdot2w\cdot\tfrac{a^2}4\,t=\tfrac13wa^2t$. This equals $2Dt$ with the same $D$.

Substituting $w=6D/a^2$ into $\tau=1/(6w)$ gives

$$\boxed{\tau=\frac{a^2}{36D}}$$

The number of hops made in this time is on average $4w\tau=2/3$. The relation contains no unit-dependent constant and reads the same in any consistent units, atomic units included.

## 3. Other sites and other paths

To see where the 36 comes from, let all hops have length $\ell$ and total rate $\nu$, lead equally to the two other types, and sum to zero from each site. Then

$$\frac{dp}{dt}=-\nu p+\frac\nu2(1-p)=\frac\nu2-\frac{3\nu}2p,\qquad D=\frac{\nu\ell^2}{6}.$$

The first equation gives $\tau=2/(3\nu)$, the second $\nu=6D/\ell^2$, and together

$$\tau=\frac{\ell^2}{9D}.$$

Octahedral hops with $\ell=a/2$ return $a^2/(36D)$. Atoms that live on tetrahedral sites and hop by $\ell=a/\sqrt8$ have $\tau=a^2/(72D)$. Octahedral hops of length $a/\sqrt2$ would give $a^2/(18D)$. The factor thus carries information about the site and the path.

These three cases were tested on the lattice. $D$ was taken from the decay of a density wave of wave number $0.01/a$, and $\tau$ from a separate calculation of the populations after a stress is applied. The values of $a^2/(D\tau)$ were 36.00, 72.00 and 18.00.

Now mix the two octahedral hops. Each site has eight neighbours at $a/\sqrt2$, four of each other type; let the rate to each be $w_2$. Their total rate $8w_2$ adds $\tfrac32\cdot8w_2=12w_2$ to the relaxation rate and $8w_2(a^2/2)/6=\tfrac23w_2a^2$ to $D$. Therefore

$$\frac{a^2/(36D)}{\tau}=\frac{6w+12w_2}{6w+24w_2}.$$

For $w_2\to0$ this is 1, and for $w_2\gg w$ it is $1/2$, in agreement with the two pure cases.

## 4. Switching on a stress

An oxygen atom pushes its two close metal neighbours apart. Let $c$ be the number of oxygen atoms per metal atom. If all of them sat on $z$ sites, the crystal would strain by $c\lambda_1$ along $z$ and $c\lambda_2$ across it. Define $\Delta\lambda=\lambda_1-\lambda_2>0$ and the volume per metal atom $\Omega=a^3/2$.

A uniform tension $\sigma$ along $z$ does work $\Omega\sigma\lambda_1$ for each atom on a $z$ site and $\Omega\sigma\lambda_2$ for each atom on the others. The $z$ sites are thus lower in energy by $\Omega\sigma\Delta\lambda$. With $u=\Omega\sigma\Delta\lambda/kT$, the equilibrium fraction on $z$ sites is

$$n_z^{\rm eq}=\frac{e^u}{e^u+2}\approx\frac{1+u}{3+u}\approx\frac13(1+u)\left(1-\frac u3\right)\approx\frac13+\frac{2u}9 .$$

For the kinetics, suppose that the stress lowers the $z$ sites and leaves the saddle points unchanged. Escape from $z$ sites is then slowed by $e^{-u}$:

$$\frac{dn_z}{dt}=-4we^{-u}n_z+2w(1-n_z).$$

Setting the right side to zero gives $n_z=1/(1+2e^{-u})$, the equilibrium value above. The approach to it is a single exponential with rate

$$w(2+4e^{-u})\approx6w\left(1-\frac{2u}3\right).$$

**Two limits.** For $u\to0$ the rate is $6w$, so the time found for one unstressed atom is also the creep time under small constant stress. For large $u$ atoms no longer leave $z$ sites and the rate falls to $2w$, that of entry alone. A lattice calculation at $u=0.5$ agreed with the full expression to one part in a million. A stress-dependent saddle energy would change the correction linear in $u$, but not the limit $6w$.

## 5. Any direction of stress

Let a small stress lower sites of axis $p$ by $u_pkT$, and write $n_p=\tfrac13+\delta_p$ with $\sum_p\delta_p=0$. The rate equation is

$$\frac{dn_p}{dt}=-4we^{-u_p}n_p+2w\sum_{q\ne p}e^{-u_q}n_q .$$

Keep first-order terms. The deviations contribute $-4w\delta_p+2w\sum_{q\neq p}\delta_q=-6w\delta_p$, because the other two deviations add to $-\delta_p$. The energies contribute $\tfrac13(4wu_p-2w\sum_{q\ne p}u_q)=\tfrac13(6wu_p-2w\sum_qu_q)$. With the mean $\bar u=\tfrac13\sum_qu_q$ this gives

$$\frac{d\delta_p}{dt}=-6w\left[\delta_p-\frac{u_p-\bar u}{3}\right].$$

Every small uniform stress therefore has the same $\tau$. For tension along $z$, $u_z-\bar u=\tfrac23u$, and the final deviation is $2u/9$ as before.

The amplitude does depend on direction. For a uniaxial stress with direction cosines $\gamma_p$, the dipole strain along the stress is $\lambda_2+\Delta\lambda\,\gamma_p^2\equiv e_p$, and $u_p=\Omega\sigma e_p/kT$. The final anelastic strain is

$$c\sum_p\delta_pe_p=\frac{c\Omega\sigma}{kT}\;\frac13\sum_p(e_p-\bar e)e_p=\frac{c\Omega\sigma}{kT}\,\Delta\lambda^2\left(\frac13\sum_p\gamma_p^4-\frac19\right),$$

since the middle sum is the variance of $e_p$ and $\sum_p\gamma_p^2=1$. Let $\Gamma=\gamma_1^2\gamma_2^2+\gamma_2^2\gamma_3^2+\gamma_3^2\gamma_1^2$. Squaring $\sum_p\gamma_p^2=1$ gives $\sum_p\gamma_p^4=1-2\Gamma$. The relaxing part of the compliance is then

$$\delta J=\frac29\,\frac{c\,\Omega\,\Delta\lambda^2}{kT}\,(1-3\Gamma).$$

**Limit of equivalent sites.** Along $\langle111\rangle$ each $\gamma_p^2=1/3$, so $\Gamma=1/3$ and $\delta J=0$. The three site types are equally favoured and there is no Snoek relaxation to time. Along $\langle100\rangle$, $\Gamma=0$ and the effect is largest. These statements are for uniaxial stress. In torsion the order is reversed. A shear such as $\sigma_{xz}$ in the cube axes does no work on dipole strains that are diagonal in those axes, so a crystal twisted about $\langle100\rangle$ shows no relaxation, and one twisted about $\langle111\rangle$ shows the most.

## 6. Oscillating stress

The anelastic strain $\varepsilon_a$ follows $d\varepsilon_a/dt=-(\varepsilon_a-\delta J\,\sigma)/\tau$. For $\sigma\propto e^{i\omega t}$ this becomes $i\omega\tau\varepsilon_a=-\varepsilon_a+\delta J\,\sigma$. Adding the elastic compliance $J_U$ gives

$$J(\omega)=J_U+\frac{\delta J}{1+i\omega\tau}.$$

Write $\Delta=\delta J/J_U$ and $x=\omega\tau$. The loss tangent is minus the imaginary part over the real part:

$$\tan\phi=\frac{\Delta x/(1+x^2)}{1+\Delta/(1+x^2)}=\frac{\Delta x}{1+x^2+\Delta}.$$

It vanishes when the stress is too slow for any lag ($x\to0$) and when it is too fast for the site populations to follow ($x\to\infty$). Its derivative in $x$ is zero when $1+x^2+\Delta=2x^2$, so the peak has

$$\omega\tau=\sqrt{1+\Delta},\qquad\tan\phi_{\max}=\frac{\Delta}{2\sqrt{1+\Delta}} .$$

For small $\Delta$, the peak frequency gives $D\approx a^2\omega/36$.

The populations were also followed on the lattice under an oscillating energy shift of amplitude $u=0.01$ at $\omega\tau=0.7$. Their in-phase and lagging parts agreed with $1/(1+x^2)$ and $x/(1+x^2)$ times the static response to within 0.2 %.

**If strain is held instead.** With the total strain along the stress axis fixed at $\varepsilon_0$ and the sides left free, $\sigma=(\varepsilon_0-\varepsilon_a)/J_U$. The coefficient of $\varepsilon_a$ in its rate equation becomes $-(1+\Delta)/\tau$, and the relaxation time is $\tau/(1+\Delta)$. The boxed result is the time at constant stress.

## 7. A measurement at 1 Hz

Take a single crystal under uniaxial (not torsional) stress along $\langle100\rangle$, with round parameters: $a=3.3$ Å, $D=D_0e^{-Q/kT}$ with $D_0=0.02$ cm²/s and $Q=1.15$ eV, $c=0.001$, $\Delta\lambda=0.5$ and Young's modulus $1/J_U=150$ GPa. At 1 Hz, $\omega=6.283$ s⁻¹. The condition $\omega\tau=1$ means $\tau=0.159$ s and

$$D=\frac{(3.3\times10^{-8}\,\text{cm})^2(6.283\,\text{s}^{-1})}{36}=1.90\times10^{-16}\,\text{cm}^2/\text{s},$$

or 1.90 Å²/s. The temperature follows from

$$kT=\frac{Q}{\ln(D_0/D)}=0.0356\ \text{eV},\qquad T=413\ \text{K}.$$

At this diffusivity the time $L^2/D$ for $L=1000$ nm is $5.3\times10^7$ s. The mechanical response has a time constant of only 0.159 s, in which an atom makes 2/3 of a hop on average. It needs no travel over a long distance, and one period of the oscillation lasts 1 s.

With $\Omega=17.97$ Å³ and 1 eV/Å³ = 160.2 GPa, the relaxation strength is

$$\Delta=\frac{150}{160.2}\cdot\frac29\cdot\frac{0.001\times17.97\times0.5^2}{0.0356}=0.026,$$

and the peak loss in a frequency sweep at this temperature is 0.013. Cooling slows the process steeply: $\tau$ is 0.47 s at 400 K, 55 s at 350 K and 8.8 h at 300 K.

**Sweeping temperature instead of frequency.** At fixed frequency and modulus, $\Delta\propto1/T$ and $d\ln x/dT=-Q/(kT^2)$. Setting the derivative of $\ln\tan\phi$ to zero, and dropping the small change of $\Delta$ in the denominator, gives

$$\frac{x^2-1-\Delta}{x^2+1+\Delta}=\frac{kT}Q,\qquad x\approx1+\frac{kT}{Q}+\frac\Delta2 .$$

The two corrections are 0.031 and 0.013. The numerical maximum lies at 412.8 K, about half a kelvin below the point $\omega\tau=1$. Assigning $a^2\omega/36$ to that temperature makes $D$ too high by 4.4 %, relative to the model's own $D$ there. Dividing by the $x$ above removes most of this error.

## 8. What the model leaves out

Other corrections, for the same example near 413 K, include these.

- **Finite stress.** Under a steady tension of 10 MPa, $u=0.016$, and the relaxation rate is 1.0 % below its zero-stress value, with saddle energies held fixed. Under an oscillating stress of this amplitude the linear change reverses sign every half cycle and cancels in the response at the driving frequency, which leaves a shift of order $u^2$.
- **Oxygen pairs.** There are 26 other octahedral sites within distance $a$, each occupied with probability $c/3$. For an assumed binding of 0.05 eV, the pair weight relative to an isolated atom is $W=26(c/3)e^{0.05\,\text{eV}/kT}=0.035$, which puts a fraction of roughly $W/(1+W)$, or about 3 %, of the oxygen in close pairs. These atoms have altered hop rates; the resulting shift of $\tau$ is not calculated here.
- **Elastic coupling of the dipoles.** The model treats the atoms as independent. In a real crystal the strain produced by aligned atoms favours further alignment. This lengthens $\tau$ relative to $a^2/(36D)$ by a fraction that grows with $c$ and is of the order of $\Delta$, so a percent or so in this example; it is not calculated here.
- **Longer hops.** If hops of length $a/\sqrt2$ cost 0.20 eV more, with the same prefactor, $w_2/w=0.0036$. Section 3 then puts $a^2/(36D)$ 0.7 % below the true $\tau$. The extra cost is an assumption: the straight path of such a hop passes within $0.35a$ of a metal atom, so the real cost may be higher and the effect smaller.
- **Thermal expansion.** An expansion coefficient of $7\times10^{-6}$ K⁻¹ raises $a^2$ by 0.16 % from 300 K.
- **Tunnelling.** For an assumed saddle quantum $\hbar\omega_s=0.05$ eV, the leading correction $(\hbar\omega_s/kT)^2/24$ raises $w$ by 8 %. It raises $D$ and $1/\tau$ alike, so $D\tau$ is unchanged while the hops remain memoryless and between nearest neighbours.

The parameters lie in the rough regime of oxygen in niobium, whose Snoek peak near 1 Hz is found somewhat above 400 K. They are not a calculation of that metal, and the modulus and dipole strain are rough. The model also assumes that there are no traps, such as foreign metal atoms that bind oxygen. Suppose that a few deep traps hold atoms for much longer than $\tau$ and leave a fraction $f$ free. Long-range tracer diffusion is then slowed to about $fD$, while the free atoms still reorient in time $\tau$. Inserting this tracer diffusivity into the formula gives $\tau/f$, which is twice the true time if half the oxygen is trapped. The spreading of a concentration profile is slowed by the same factor only if the traps are mostly empty; nearly full traps slow it much less. The relation can be used to combine mechanical and long-range data when both refer to the same untrapped, dilute atoms at the same temperature. The computed values quoted here are in the numerical output below, follow from it by simple arithmetic, or are tolerances that the program checks.

## Calculated quantities

```
LATTICE RESULTS, a^2/(D tau)
octahedral, hop a/2: 36.00
tetrahedral, hop a/sqrt(8): 72.00
octahedral, hop a/sqrt(2): 18.00
mean hops during tau: 0.667
INPUTS (round model values)
lattice constant: 3.3 angstrom
diffusion prefactor: 0.02 cm^2/s
diffusion barrier: 1.15 eV
pendulum frequency: 1.0 Hz
oxygen per metal atom: 0.0010
dipole strain difference: 0.50
Young modulus along <100>: 150 GPa
stress amplitude: 10 MPa
RESULTS AT omega tau = 1
angular frequency: 6.2832 1/s
temperature: 413.3 K
kT: 0.03562 eV
tau: 0.1592 s
hop rate w to one neighbour: 1.0472 1/s
D: 1.901e-16 cm^2/s = 1.9007 angstrom^2/s
volume per metal atom: 17.97 angstrom^3
relaxation strength Delta: 0.02624
peak tan(phi), frequency sweep: 0.01295
diffusion distance compared: 1000 nm
L^2/D for that distance: 5.261e+07 s
TAU AND D AT OTHER TEMPERATURES
300 K: tau 3.154e+04 s, D 9.591e-22 cm^2/s
350 K: tau 5.482e+01 s, D 5.518e-19 cm^2/s
400 K: tau 4.667e-01 s, D 6.481e-17 cm^2/s
450 K: tau 1.146e-02 s, D 2.640e-15 cm^2/s
tau at 300 K in hours: 8.76 h
NEGLECTED EFFECTS
loss maximum in temperature sweep: 412.77 K
D read there is too high by: 4.45 %
stress energy over kT, u: 0.01574
rate lowered by finite stress: 1.04 %
octahedral sites within a: 26
assumed pair binding: 0.05 eV
oxygen in close pairs, estimate: 3.41 %
assumed extra barrier, long hop: 0.20 eV
long/short hop rate ratio: 0.00364
a^2/(36D) below tau, long hops: 0.72 %
assumed thermal expansion: 7.0e-06 1/K
a^2 change from 300 K: 0.16 %
assumed saddle quantum: 0.05 eV
tunnelling rise of w, leading: 8.21 %
```
